**Random-phase and Gaussian trace estimators for the density of states**

For a Hermitian matrix $A$ and a vector $z$ of independent uniform phases, $z^\dagger Az$ has mean $\mathrm{Tr}\,A$ and variance $V=\sum_{i\ne j}|A_{ij}|^2$; complex Gaussian components give $\mathrm{Tr}\,A^2$. With $A=\delta_\sigma(\varepsilon-H)$, where $H$ is the Hamiltonian of $N$ sites, $\varepsilon$ the energy and $\sigma$ the resolution, the density of states per site has standard error $\sqrt{V/R}/N$ for $R$ vectors. The program asserts the variances for phases, signs, and complex and real Gaussian numbers by exact quadrature on a 4×4 matrix, and the normalized Gaussian case by sampling. On disordered square lattices of 144, 400 and 1024 sites it asserts that sampled errors agree with the predicted ones within 7 per cent. The fitted power of $N$ is −0.53 at fixed $\sigma$ and 0.01 when $\sigma$ shrinks as $1/N$, so the $1/\sqrt{RN}$ law belongs to fixed resolution. A Chebyshev run with 16 vectors agrees with the dense-matrix result for the same vectors to rounding error, and its mean lies within the asserted five standard errors of the density from diagonalization. The program also asserts that the off-diagonal sum vanishes to rounding in the Bloch basis of a clean lattice and does not vanish with disorder.

## Numerical verification

```python
"""
Result under test: for Hermitian A and a vector z of independent uniform phases,
z^dagger A z has mean Tr A and variance V = sum over i != j of |A_ij|^2.
Complex Gaussian components give Tr A^2 instead. With A = delta_sigma(E - H),
a normalized Gaussian of standard deviation sigma, the density of states per
site Tr A / N has standard error sqrt(V / R) / N for R vectors. At fixed sigma
this falls as 1/sqrt(R N); at sigma proportional to 1/N it does not fall with N.
H: periodic square lattice, one orbital per site, random site energies, in eV.
"""
from itertools import product
import numpy as np
from numpy.polynomial import chebyshev, hermite_e, laguerre
from scipy import constants, sparse

rng = np.random.default_rng(20417)


def off_diagonal_sum(matrix):
    return np.sum(np.abs(matrix - np.diag(np.diag(matrix))) ** 2)


def enumerated_moments(matrix, nodes, weights):
    """Mean and variance of z^dagger A z by a product quadrature over z."""
    index = np.array(list(product(range(len(nodes)), repeat=len(matrix))))
    z = nodes[index]
    probability = np.prod(weights[index], axis=1)
    form = np.sum(z.conj() * (z @ matrix.T), axis=1).real
    mean = probability @ form
    return mean, probability @ (form - mean) ** 2


def smeared_delta(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def lattice_hamiltonian(length, hopping, site_energies):
    one = np.eye(length)
    ring = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)
    return -hopping * (np.kron(ring, one) + np.kron(one, ring)) + np.diag(site_energies)


def spectral_matrix(levels, states, energy, width):
    return (states * smeared_delta(energy - levels, width)) @ states.T


def real_matrix_forms(matrix, real_part, imag_part):
    """z^dagger A z for the columns z = real_part + i imag_part, A real symmetric."""
    return np.sum(real_part * (matrix @ real_part)
                  + imag_part * (matrix @ imag_part), axis=0)


# ---- Small complex Hermitian matrix: quadratures exact for the needed moments
small = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
small = (small + small.conj().T) / 2
trace_small = np.trace(small).real
square_small = np.trace(small @ small).real
phase_nodes = np.exp(2j * np.pi * np.arange(5) / 5)
phase_weights = np.full(5, 0.2)
radial, radial_weights = laguerre.laggauss(2)
gauss_nodes = np.outer(np.sqrt(radial), np.exp(2j * np.pi * np.arange(3) / 3)).ravel()
gauss_weights = np.repeat(radial_weights / 3, 3)
hermite_nodes, hermite_weights = hermite_e.hermegauss(3)
hermite_weights = hermite_weights / np.sqrt(2 * np.pi)
real_small = small.real
cases = {
    "random phases": (phase_nodes, phase_weights, off_diagonal_sum(small)),
    "random signs": (np.array([1.0, -1.0]), np.array([0.5, 0.5]),
                     2 * off_diagonal_sum(real_small)),
    "complex Gaussian": (gauss_nodes, gauss_weights, square_small),
    "real Gaussian": (hermite_nodes, hermite_weights,
                      2 * np.trace(real_small @ real_small)),
}
print("4x4 test matrix, variance by enumeration | formula (no unit)")
for name, (nodes, weights, formula) in cases.items():
    mean, variance = enumerated_moments(small, nodes, weights)
    assert abs(mean - trace_small) < 1e-10
    assert abs(variance - formula) < 1e-10 * max(1.0, formula)
    print(f"  {name}: {variance:.6f} | {formula:.6f}")
identity_phase = enumerated_moments(np.eye(4), phase_nodes, phase_weights)[1]
identity_gauss = enumerated_moments(np.eye(4), gauss_nodes, gauss_weights)[1]
assert abs(identity_phase) < 1e-12 and abs(identity_gauss - 4) < 1e-10
print(f"  identity: phases {abs(identity_phase):.3f}, complex Gaussian {identity_gauss:.3f}")

draws = rng.normal(size=(400000, 4)) + 1j * rng.normal(size=(400000, 4))
ratio = (np.sum(draws.conj() * (draws @ small.T), axis=1).real
         / np.sum(np.abs(draws) ** 2, axis=1))
normalized_sampled = np.var(4 * ratio)
normalized_formula = 4 / 5 * (square_small - trace_small**2 / 4)
assert abs(normalized_sampled / normalized_formula - 1) < 0.015  # sampling noise
print(f"  normalized Gaussian: sampled {normalized_sampled:.4f} | {normalized_formula:.4f}")

# ---- Disordered square lattice
hopping, disorder_range, sigma, energy = 1.0, 2.0, 0.3, 1.0
lengths = [12, 20, 32]
samples, block = 3200, 16
print(f"hopping {hopping} eV, site-energy range {disorder_range} eV")
print(f"sigma {sigma} eV, E {energy} eV, sampled vectors {samples}")
print("errors below: one vector, 1/eV per site, predicted | sampled")
sizes, sampled_errors, shrinking_errors, shrinking_widths = [], [], [], []
for length in lengths:
    n = length**2
    site_energies = disorder_range * (rng.random(n) - 0.5)
    hamiltonian = lattice_hamiltonian(length, hopping, site_energies)
    levels, states = np.linalg.eigh(hamiltonian)
    matrix = spectral_matrix(levels, states, energy, sigma)
    density = np.trace(matrix) / n
    off_sum = off_diagonal_sum(matrix)
    square_trace = np.sum(matrix**2)

    # Square of the smeared delta is a narrower smeared delta
    narrow_density = np.mean(smeared_delta(energy - levels, sigma / np.sqrt(2)))
    spectral_square = n * narrow_density / (2 * np.sqrt(np.pi) * sigma)
    assert abs(square_trace / spectral_square - 1) < 1e-10

    angle = 2 * np.pi * rng.random((n, samples))
    phase_values = real_matrix_forms(matrix, np.cos(angle), np.sin(angle)) / n
    g_real = rng.normal(size=(n, samples)) / np.sqrt(2)
    g_imag = rng.normal(size=(n, samples)) / np.sqrt(2)
    gauss_values = real_matrix_forms(matrix, g_real, g_imag) / n
    norm_values = gauss_values * n / np.sum(g_real**2 + g_imag**2, axis=0)

    phase_error = np.sqrt(off_sum) / n
    gauss_error = np.sqrt(square_trace) / n
    norm_error = np.sqrt(n / (n + 1) * (square_trace - n * density**2)) / n
    # Relative noise of a sampled standard deviation is near 1.4 per cent
    for values, predicted in ((phase_values, phase_error), (gauss_values, gauss_error),
                              (norm_values, norm_error)):
        assert abs(np.std(values) / predicted - 1) < 0.07
        assert abs(np.mean(values) - density) < 5 * predicted / np.sqrt(samples)
    assert phase_error <= 1 / (sigma * np.sqrt(2 * np.pi * n))
    assert phase_error <= norm_error * np.sqrt((n + 1) / n) * (1 + 1e-12)
    gain_bound = 1 - 2 * np.sqrt(np.pi) * sigma * density**2 / narrow_density
    assert off_sum / square_trace <= gain_bound + 1e-12

    width = sigma * lengths[0] ** 2 / n
    narrow_matrix = spectral_matrix(levels, states, energy, width)
    shrinking_errors.append(np.sqrt(off_diagonal_sum(narrow_matrix)) / n)
    shrinking_widths.append(width)
    sizes.append(n)
    sampled_errors.append(np.std(phase_values))
    print(f"N = {n} sites: exact density {density:.6f} 1/eV per site")
    print(f"  off-diagonal sum / N: {off_sum / n:.5f} 1/eV^2")
    print(f"  phases: {phase_error:.6f} | {np.std(phase_values):.6f}")
    print(f"  complex Gaussian: {gauss_error:.6f} | {np.std(gauss_values):.6f}")
    print(f"  normalized Gaussian: {norm_error:.6f} | {np.std(norm_values):.6f}")

fixed_power = np.polyfit(np.log(sizes), np.log(sampled_errors), 1)[0]
shrinking_power = np.polyfit(np.log(sizes), np.log(shrinking_errors), 1)[0]
assert abs(fixed_power + 0.5) < 0.1      # finite-size level fluctuations
assert abs(shrinking_power) < 0.15       # same cause, few levels in the window
print(f"power of N at fixed sigma: {fixed_power:.3f}")
print(f"power of N at sigma ~ 1/N: {shrinking_power:.3f}")
for n_sites, width, error in zip(sizes, shrinking_widths, shrinking_errors):
    print(f"  N = {n_sites}, sigma {width:.4f} eV: error {error:.5f} 1/eV")

# ---- Averages over R vectors, largest lattice
block_error = np.std(phase_values.reshape(-1, block).mean(axis=1))
assert abs(block_error / (phase_error / np.sqrt(block)) - 1) < 0.2  # 200 blocks
print(f"N = {n}, R = {block}: error {phase_error / np.sqrt(block):.6f} predicted,")
print(f"  {block_error:.6f} sampled, 1/eV per site")
print(f"variance ratio phases/Gaussian: {off_sum / square_trace:.4f}, bound {gain_bound:.4f}")
effective_levels = 2 * np.sqrt(np.pi) * sigma * n * density
print(f"effective levels in window: {effective_levels:.1f}")
print(f"  relative error, R = 1: {phase_error / density:.4f}")
print(f"  narrow-window estimate: {1 / np.sqrt(effective_levels):.4f}")
needed_phase = int(np.ceil((phase_error / density / 0.01) ** 2))
needed_gauss = int(np.ceil((gauss_error / density / 0.01) ** 2))
print(f"vectors for 1 % error: phases {needed_phase}, complex Gaussian {needed_gauss}")

# ---- One practical run by Chebyshev recursion, without diagonalization
half_width = 1.01 * (4 * hopping + disorder_range / 2)
degree = 200
coefficients = chebyshev.chebinterpolate(
    lambda x: smeared_delta(energy - half_width * x, sigma), degree)
scaled = sparse.csr_matrix(hamiltonian / half_width)
vectors = np.exp(2j * np.pi * rng.random((n, block)))
previous, current = vectors, scaled @ vectors
result = coefficients[0] * previous + coefficients[1] * current
for coefficient in coefficients[2:]:
    previous, current = current, 2 * (scaled @ current) - previous
    result = result + coefficient * current
run_values = np.sum(vectors.conj() * result, axis=0).real / n
dense_values = real_matrix_forms(matrix, vectors.real, vectors.imag) / n
chebyshev_gap = np.max(np.abs(run_values - dense_values))
assert chebyshev_gap < 1e-10
estimate = np.mean(run_values)
run_error = phase_error / np.sqrt(block)
assert abs(estimate - density) < 5 * run_error
hartree = constants.physical_constants["Hartree energy in eV"][0]
print(f"Chebyshev run, degree {degree}, R = {block}: gap to dense {chebyshev_gap:.1e} 1/eV")
print(f"  estimate {estimate:.6f}, minus exact {estimate - density:+.6f} 1/eV")
print(f"  exact density {density * hartree:.4f} 1/hartree per site")
print(f"  predicted error {run_error * hartree:.4f} 1/hartree per site")

# ---- The same phases placed on Bloch states instead of sites
length = 20
n = length**2
fourier = np.fft.fft(np.eye(length)) / np.sqrt(length)
bloch = np.kron(fourier, fourier)
print(f"off-diagonal sum / N, N = {n}, 1/eV^2: site basis | Bloch basis")
for label, spread in (("clean", 0.0), ("disordered", disorder_range)):
    hamiltonian = lattice_hamiltonian(length, hopping, spread * (rng.random(n) - 0.5))
    levels, states = np.linalg.eigh(hamiltonian)
    matrix = spectral_matrix(levels, states, energy, sigma)
    rotated = bloch.conj().T @ matrix @ bloch
    site_sum, bloch_sum = off_diagonal_sum(matrix), off_diagonal_sum(rotated)
    assert abs(np.sum(np.abs(rotated) ** 2) / np.sum(matrix**2) - 1) < 1e-10
    if spread == 0.0:
        assert bloch_sum < 1e-18 * site_sum
    else:
        assert bloch_sum > 1e-3 * site_sum
    print(f"  {label}: {site_sum / n:.5f} | {bloch_sum / n:.5f}")

print("all assertions hold")
```

It prints:

```
4x4 test matrix, variance by enumeration | formula (no unit)
  random phases: 10.511437 | 10.511437
  random signs: 12.270966 | 12.270966
  complex Gaussian: 11.607018 | 11.607018
  real Gaussian: 14.462127 | 14.462127
  identity: phases 0.000, complex Gaussian 4.000
  normalized Gaussian: sampled 9.2792 | 9.2681
hopping 1.0 eV, site-energy range 2.0 eV
sigma 0.3 eV, E 1.0 eV, sampled vectors 3200
errors below: one vector, 1/eV per site, predicted | sampled
N = 144 sites: exact density 0.151501 1/eV per site
  off-diagonal sum / N: 0.12805 1/eV^2
  phases: 0.029820 | 0.029311
  complex Gaussian: 0.032694 | 0.032455
  normalized Gaussian: 0.030054 | 0.029478
N = 400 sites: exact density 0.147680 1/eV per site
  off-diagonal sum / N: 0.11163 1/eV^2
  phases: 0.016705 | 0.016939
  complex Gaussian: 0.018452 | 0.018386
  normalized Gaussian: 0.016889 | 0.016697
N = 1024 sites: exact density 0.146585 1/eV per site
  off-diagonal sum / N: 0.11255 1/eV^2
  phases: 0.010484 | 0.010364
  complex Gaussian: 0.011542 | 0.011522
  normalized Gaussian: 0.010589 | 0.010541
power of N at fixed sigma: -0.530
power of N at sigma ~ 1/N: 0.009
  N = 144, sigma 0.3000 eV: error 0.02982 1/eV
  N = 400, sigma 0.1080 eV: error 0.02755 1/eV
  N = 1024, sigma 0.0422 eV: error 0.03043 1/eV
N = 1024, R = 16: error 0.002621 predicted,
  0.002567 sampled, 1/eV per site
variance ratio phases/Gaussian: 0.8251, bound 0.8425
effective levels in window: 159.6
  relative error, R = 1: 0.0715
  narrow-window estimate: 0.0791
vectors for 1 % error: phases 52, complex Gaussian 62
Chebyshev run, degree 200, R = 16: gap to dense 2.2e-16 1/eV
  estimate 0.145672, minus exact -0.000913 1/eV
  exact density 3.9888 1/hartree per site
  predicted error 0.0713 1/hartree per site
off-diagonal sum / N, N = 400, 1/eV^2: site basis | Bloch basis
  clean: 0.10818 | 0.00000
  disordered: 0.11120 | 0.04933
all assertions hold
```
